# Noise of weak tunnelling from detailed balance, with a thin-oxide example

Consider a model silicon dioxide film 1.5 nm thick and 100 µm² in area, between two heavily doped n-type silicon electrodes at 300 K. When the bias is raised from 1 mV to 25 mV, the calculated current grows by a factor of 21.5, from 12.7 nA to 272 nA. The calculated current noise hardly changes. In the simple WKB barrier model used here it falls by 7%, from $2.10\times10^{-25}$ to $1.94\times10^{-25}$ A²/Hz. If the noise came from the net current alone, as $2eI$, it would have grown by the same factor of 21.5. The reason it does not is that electrons cross in both directions: the current counts the difference of the two streams, and the noise counts their sum.

## Setting and theorem

Let $e>0$ be the elementary charge and $k$ the Boltzmann constant. The bias $V$ raises the left Fermi level, $\mu_L-\mu_R=eV$. The current $I$ is $e$ times the net number of electrons passing from left to right per second. The noise density $S$ is one-sided, that is, defined for positive frequencies $f$.

The assumptions are these.

1. Each electrode is in equilibrium, and both have the temperature $T$. The occupations are $f_{L,R}(E)=1/(e^{(E-\mu_{L,R})/kT}+1)$.
2. Electrons are independent apart from the Pauli principle, and cross elastically in one step with transmission $D$. The largest value that matters, $D_{\max}$, is much smaller than 1.
3. The voltage is held fixed, the barrier does not change slowly in time, and $hf\ll kT$. For the example $kT/h=6.25$ THz.

**Theorem.** Let $\Gamma_+$ and $\Gamma_-$ be the mean rates of left-to-right and right-to-left events. To leading order in $D$,

$$S=2eI\coth\frac{eV}{2kT},\qquad I=e(\Gamma_+-\Gamma_-),$$

where the value at $V=0$ is the limit $V\to0$. The shape of the barrier and the form of $I(V)$ do not enter.

## Lemma 1: two Poisson streams

**Lemma 1.** For $D\ll1$ the forward and backward events form two independent Poisson streams. The error this makes in the variance of the net count is at most $D_{\max}$ times the Poisson value of that variance.

*Proof.* In one mode, meaning one transverse state and one spin, the density of incoming states per unit length and energy is $1/(hv)$, where $v$ is the velocity. Multiplying by $v$ gives $dE/h$ attempts per second in the energy range $dE$. For long counting times successive attempts are treated as independent.

In one attempt a state arrives from each side. If both are filled, both outgoing states are filled too, and no net charge moves. If both are empty, nothing moves. A net transfer therefore needs one filled and one empty state:

$$p=D\,f_L(1-f_R)\ \text{ for }+1,\qquad q=D\,f_R(1-f_L)\ \text{ for }-1 .$$

The generating function of one attempt is the average of $z^n$, where $n$ is the transfer:

$$1-p-q+pz+qz^{-1}=1+u,\qquad u=p(z-1)+q(z^{-1}-1).$$

Independent attempts multiply, so the logarithms add. Since $\ln(1+u)=u+O(u^2)$, the total is, to leading order in $D$,

$$\exp\Big[\sum p\,(z-1)\Big]\exp\Big[\sum q\,(z^{-1}-1)\Big].$$

A Poisson count of mean $m$ has the generating function $\sum_n e^{-m}m^nz^n/n!=e^{m(z-1)}$. The product thus describes the difference of two independent Poisson counts.

For the error, the transfer in one attempt has mean $p-q$ and mean square $p+q$. Its variance is

$$(p+q)-(p-q)^2=(p+q)-D^2(f_L-f_R)^2,$$

because $f_L(1-f_R)-f_R(1-f_L)=f_L-f_R$. The Poisson result keeps $p+q$. Now $f_L(1-f_R)+f_R(1-f_L)\le1$, being the probability that one of the two states is filled and the other empty. Hence $p+q\le D$, and $(p-q)^2\le(p+q)^2\le D(p+q)$. $\square$

**The rates for a planar barrier.** Transverse momentum is taken as conserved, and $D$ as a function of the normal energy $E_x$ alone. The second step neglects the difference between the transverse masses in silicon and in the oxide. A band of transverse mass $m_t$ has $m_t/(2\pi\hbar^2)$ transverse states per area and energy for each spin. With two spins and the attempt rate $dE_x/(2\pi\hbar)$, the prefactor for area $A$ is

$$K=\frac{A\sum m_t}{2\pi^2\hbar^3},$$

summed over the conduction valleys. This sum gives every valley the same $D$, with transverse momentum measured from the valley's own minimum. That is a simplification: on a (100) surface four of the six valleys lie at large transverse momentum, and if it were strictly conserved they would hardly tunnel, leaving about a fifth of the WKB current calculated here. At fixed total energy $E$ the occupations are fixed, so the integral over $E_x$ acts on $D$ alone:

$$\Gamma_+=K\!\int\! M\,f_L(1-f_R)\,dE,\quad \Gamma_-=K\!\int\! M\,f_R(1-f_L)\,dE,\quad M(E)=\int_{E_c}^{E}\!D\,dE_x .$$

Here $E_c$ is the higher of the two band edges, since below it one side has no states.

## Lemma 2: detailed balance

**Lemma 2.** $\Gamma_-=e^{-eV/kT}\,\Gamma_+$.

*Proof.* From the Fermi function, $1-f=e^{(E-\mu)/kT}f$, so $f/(1-f)=e^{(\mu-E)/kT}$. Therefore

$$\frac{f_R(1-f_L)}{f_L(1-f_R)}=\frac{e^{(\mu_R-E)/kT}}{e^{(\mu_L-E)/kT}}=e^{-(\mu_L-\mu_R)/kT}=e^{-eV/kT}.$$

The energy has cancelled. The two integrands differ by one constant factor, which comes out of the integral whatever $M(E)$ is. $\square$

The cancellation needs equal temperatures. With $T_L\ne T_R$ the ratio is $\exp[(\mu_R-E)/kT_R-(\mu_L-E)/kT_L]$, which still depends on $E$, and the barrier shape then enters the noise. In the example at 25 mV, a right electrode 10 K hotter raises $S/(2eI)$ from 2.227 to 2.361, or by 6%, with the WKB transmission; with waves matched at the oxide faces the rise is about 8%.

## Lemma 3: from counts to noise

**Lemma 3.** $S=2e^2(\Gamma_++\Gamma_-)$.

*Proof.* A Poisson count of mean $m$ has $\langle N(N-1)\rangle=m^2$, the second derivative of $e^{m(z-1)}$ at $z=1$. Its variance is $m^2+m-m^2=m$. In a short time $dt$ each stream thus has variance $\Gamma_\pm dt$, and counts in separate intervals are independent. The covariance of the event rate $dN_\pm/dt$ at two times is $\Gamma_\pm\delta(t-t')$.

The current is $e(dN_+/dt-dN_-/dt)$. The streams are independent, so their covariances add; the minus sign is squared away:

$$C(t-t')=e^2(\Gamma_++\Gamma_-)\,\delta(t-t').$$

The one-sided density is twice the Fourier transform of $C$, and the transform of $\delta$ is 1. $\square$

## Proof of the theorem

Divide Lemma 3 by $2eI=2e^2(\Gamma_+-\Gamma_-)$ and insert Lemma 2:

$$\frac{S}{2eI}=\frac{\Gamma_++\Gamma_-}{\Gamma_+-\Gamma_-}=\frac{1+e^{-eV/kT}}{1-e^{-eV/kT}}.$$

Multiplying numerator and denominator by $e^{eV/2kT}$ gives

$$\frac{S}{2eI}=\frac{e^{eV/2kT}+e^{-eV/2kT}}{e^{eV/2kT}-e^{-eV/2kT}}=\coth\frac{eV}{2kT}.\qquad\square$$

**Numbers at 25 mV.** The rates are $\Gamma_+=2.7425\times10^{12}$ and $\Gamma_-=1.0427\times10^{12}$ s⁻¹. Their ratio is 0.3802, equal to $e^{-25/25.852}$. Then

$$I=e\times1.6998\times10^{12}\ \mathrm{s^{-1}}=2.723\times10^{-7}\ \mathrm A,$$
$$S=2e^2\times3.7852\times10^{12}\ \mathrm{s^{-1}}=1.943\times10^{-25}\ \mathrm{A^2/Hz}.$$

The sum of the rates exceeds their difference by the factor 2.227, which is $\coth(0.4835)$.

## The two limits

**Johnson noise.** Put $x=eV/2kT$. Since $2eI=4kT(I/V)\,x$,

$$S=4kT\,\frac IV\,x\coth x .$$

For small $x$,

$$x\coth x=\frac{x\cosh x}{\sinh x}=\frac{1+x^2/2+\dots}{1+x^2/6+\dots}=1+\frac{x^2}{3}+\dots=1+\frac1{12}\Big(\frac{eV}{kT}\Big)^2+\dots$$

As $V\to0$, $I/V$ tends to $G=dI/dV$ at $V=0$, and $S\to4kTG$. The rates show why a conductance appears. At $V=0$ both equal some $\Gamma_0$, and $S=4e^2\Gamma_0$. A small bias gives $I=e\Gamma_+(1-e^{-eV/kT})\approx e^2\Gamma_0V/kT$, so $G=e^2\Gamma_0/kT$ and $4kTG=4e^2\Gamma_0$. The example has $G=1.274\times10^{-5}$ S. Both the conductance, found by differentiating the current, and the zero-bias event rates give $2.111\times10^{-25}$ A²/Hz.

**Shot noise.** For $V>0$,

$$\coth x-1=\frac{2e^{-x}}{e^x-e^{-x}}=\frac{2}{e^{eV/kT}-1}.$$

This vanishes for $eV\gg kT$, leaving $S\to2eI$. For $V<0$ both $I$ and the coth change sign, so the limit is $2e|I|$. The excess over $2eI$ is 1% when $e^{eV/kT}=201$, that is at $eV=5.30\,kT$. This is 137 mV at 300 K and 182 mV at 398 K.

**One expression, not a sum.** From $\Gamma_++\Gamma_-=(\Gamma_+-\Gamma_-)+2\Gamma_-$ it follows that

$$S=2eI+4e^2\Gamma_- .$$

The term to be added to $2eI$ is twice the noise $2e^2\Gamma_-$ of the backward stream at the actual bias, not $4kTG$. One half is that stream's own noise; the other half makes up for the backward events that were subtracted in $I$. At 25 mV, $4kTG+2eI$ would be $(2.111+0.873)\times10^{-25}$ A²/Hz, too large by a factor of 1.54.

## The small dip in the model's noise

The values for the film are:

| $V$ (mV) | $I$ (A) | $S$ (A²/Hz) | $S/(2eI)$ |
|---:|---:|---:|---:|
| 1 | $1.266\times10^{-8}$ | $2.098\times10^{-25}$ | 51.71 |
| 25 | $2.723\times10^{-7}$ | $1.943\times10^{-25}$ | 2.227 |
| 50 | $4.587\times10^{-7}$ | $1.967\times10^{-25}$ | 1.338 |
| 100 | $6.475\times10^{-7}$ | $2.163\times10^{-25}$ | 1.043 |
| 1000 | $3.037\times10^{-6}$ | $9.733\times10^{-25}$ | 1.000 |

Relative to its zero-bias value, the noise is the product of $I/(GV)$ and $x\coth x$. At 25 mV the second factor is $0.4835\times2.227=1.077$. The first is $2.723\times10^{-7}/(1.274\times10^{-5}\times0.025)=0.855$. The product is 0.92, so the dip comes from a current that grows more slowly than the bias.

That slow growth follows from the supply of electrons. The rates give $I=eK\int M(f_L-f_R)\,dE$. With $M$ and $\mu_L$ held fixed,

$$\frac{dI}{dV}=e^2K\int M(E)\Big(-\frac{\partial f_R}{\partial E}\Big)dE ,$$

an average of $M$ over a few $kT$ around $\mu_R$. Since $M$ rises with $E$ and $\mu_R$ sinks as $V$ grows, this slope falls. The tilt of the barrier raises $M$ and works the other way, but at 25 mV the supply effect is the larger. The Fermi level lies 0.065 eV above the band edge, so a few tens of millivolts matter. 
The dip is a product of the WKB model and not a prediction for a real film. The WKB transmission leaves out the electron velocities in the electrodes. For a barrier this opaque the matched transmission is roughly proportional to the product of the velocities on the two sides, and the bias raises the velocity on the right, which offsets most of the loss of supply. With the two velocities forced equal, matching makes the dip deeper, about 15%. If the waves are matched at both oxide faces, with the correct velocity on each side, the current at 25 mV falls short of $GV$ by only about 5%, and the noise is 2 to 3% above its zero-bias value. In both treatments the noise changes by a few percent while the current grows more than twentyfold. The theorem itself requires no dip.

## When the transmission is not small

With the $D^2$ term of Lemma 1 kept, the noise lies below the coth formula. This was tested by following the quantum evolution of two 200-site chains of independent fermions joined by a weak link. The hopping energy in the chains was 1, $kT=0.2$ and the Fermi levels were $\pm0.15$, so that $eV/kT=1.5$ and the coth is 1.574. The ratio of the growth rates of the variance and mean of the transferred charge was:

- 1.572 for a peak transmission of 0.010;
- 1.501 for a peak transmission of 0.303, which is 4.7% below the coth. The formula with the $D^2$ term also gives 1.501.

For the oxide at 1 V the $D^2$ term lowers the noise by a fraction $1.2\times10^{-8}$.

## The model beside a real oxide

The parameters are rough typical values: a barrier $\phi=3.1$ eV above the silicon band edge, an oxide mass of 0.5 electron masses, and $10^{20}$ donors per cm³. The transmission is the WKB expression

$$D=\exp\Big[-2\int_0^d\frac{\sqrt{2m_{ox}(\phi-E_x-eVy/d)}}{\hbar}\,dy\Big],$$

with thickness $d$ and energies counted from the left band edge. At the Fermi level and zero bias the decay constant is 6.31 nm⁻¹, so $D=e^{-2\times6.31\times1.5}\approx6\times10^{-9}$. At 1 V it is $3\times10^{-8}$, and the current density is 3.0 A/cm². The oxide field is then 6.7 MV/cm, not far below a rough breakdown field of 10 MV/cm.

This current is only a rough figure and could be wrong by more than a factor of ten. The base model puts all the bias across the oxide. A semiclassical treatment of band bending at 1 V leaves 0.77 V there, with 0.09 V in the accumulated electrode and 0.14 V in the depleted one. The current rises by a factor of 3.1: the smaller oxide drop alone would lower it, but accumulation lifts the Fermi level relative to the surface band edge and increases the supply. This factor is an overestimate. The accumulation well is about 0.09 eV deep and 0.5 nm wide, too small to bind a state, so the states that the semiclassical picture places below the bulk band edge are absent. Carrying the waves through an approximate profile of the same bending gives a factor of only about 1.4 to 1.7. At 25 mV, full wave matching at a rectangular barrier, with one longitudinal mass for all valleys and equal velocities on both sides, multiplies the WKB current by 0.13. With the correct velocity on each side and each valley's own normal mass, the factor is about 0.6 at 25 mV and 1.2 at 1 V. Neither change alters $S/(2eI)$, as Lemma 2 requires, but both alter $I(V)$ and with it $S$. A transistor gate stack with a lightly doped channel would have yet another $I(V)$.

Defects break the assumptions themselves, in two ways.

**Two-step current.** Suppose an electron enters a trap and leaves it on the far side, both at rate $a$, with $eV\gg kT$. One cycle lasts $2/a$ on average, with variance $2/a^2$. Over many cycles the ratio of variance to mean of the count is the cycle variance over the squared mean, $(2/a^2)/(4/a^2)=1/2$. If such paths carried 10% of the current, independently of the rest, the shot noise would fall by $0.10\times0.5$, or 5%.

**Slow trap charging.** Let a filled trap block the current through an area $b=\pi d^2=7.07$ nm², a rough guess. The current then switches by $\delta I=Ib/A=2.15\times10^{-13}$ A at 1 V. A trap filled with probability $P$ and relaxing in time $\tau$ has the covariance $\delta I^2P(1-P)e^{-|t|/\tau}$, and hence the noise $4\delta I^2P(1-P)\tau/[1+(2\pi f\tau)^2]$. Let $\ln\tau$ be spread evenly over a range $\Lambda$. Averaging $\tau/[1+(2\pi f\tau)^2]$ gives $1/(4f\Lambda)$, well inside that range. Summing over trap energies uses $\int P(1-P)\,dE=kT$. With $n_t$ traps per area and energy,

$$S_{tr}=\frac{n_tAkT\,\delta I^2}{\Lambda f}.$$

For an assumed $n_t=10^{10}$ cm⁻² eV⁻¹ there are $n_tAkT=259$ active traps. With times from $10^{-6}$ to $10^3$ s, $\Lambda=20.7$, and $S_{tr}$ equals $2eI$ at 0.59 Hz. This figure is only an illustration, since it goes as $b^2$: the Coulomb field of one trapped electron, screened by the electrodes, gives an effective area of 1 to 3 nm² and a frequency of 0.03 to 0.09 Hz. With $b$, $A$, $\Lambda$ and $T$ fixed, this frequency grows in proportion to $n_tI$. A measurement meant to show the coth law must therefore be made well above it, at frequencies where the measured noise no longer depends on $f$. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
temperature 300 K, kT = 25.852 meV
oxide thickness 1.5 nm, area 100 um2
barrier 3.1 eV, oxide mass 0.5 m0
silicon masses: long. 0.92, trans. 0.19 m0
summed transverse mass of six valleys 2.052 m0
doping 1.0e+20 cm^-3, Fermi level above edge 0.0652 eV
WKB transmission at Fermi level, 0 V: 5.994e-09
WKB transmission at Fermi level, 1 V: 3.146e-08
forward rate at 25 mV 2.7425e+12 1/s
backward rate at 25 mV 1.0427e+12 1/s
backward/forward 0.38021, exp(-eV/kT) 0.38021
bias (mV) | current (A) | noise S (A2/Hz) | S/(2eI) | coth(eV/2kT)
     1 | 1.2664e-08 | 2.0984e-25 | 51.71045 | 51.71045
    25 | 2.7233e-07 | 1.9433e-25 | 2.22688 | 2.22688
    50 | 4.5872e-07 | 1.9667e-25 | 1.33797 | 1.33797
   100 | 6.4750e-07 | 2.1634e-25 | 1.04269 | 1.04269
  1000 | 3.0374e-06 | 9.7328e-25 | 1.00000 | 1.00000
current density at 1 V 3.037 A/cm2
zero-bias conductance 1.2739e-05 S
I/(GV) at 1 mV 0.99410
Johnson noise 4kTG 2.1106e-25 A2/Hz; from rates 2.1106e-25 A2/Hz
(4kTG + 2eI)/S at 25 mV 1.5352
bias where S exceeds 2eI by 1 percent: 137.1 mV
same bias at 398.15 K: 182.0 mV
S/(2eI) at 50 mV and 398.15 K: 1.6071
chains, eV/kT = 1.5: coth 1.5744
chains, peak D 0.0100: variance/mean 1.5720
chains, peak D 0.3030: variance/mean 1.5009
  same with D^2 term from scattering: 1.5009
simulated event train at 25 mV: S/(2eI) 2.2499
D^2 reduction of noise at 1 V: 1.20e-08 (fraction)
quantum frequency scale kT/h 6.251 THz
right electrode 10 K hotter, 25 mV: S/(2eI) 2.3611
band bending at 1 V: oxide 0.771 V, accumulation 0.093 V, depletion 0.136 V
current factor from band bending at 1 V 3.136
current factor from wave matching at 25 mV 0.133
series 100 ohm: shot-noise loss at 1 V 0.1070 percent
oxide field at 1 V 6.67 MV/cm; rough breakdown 10 MV/cm
two-step trap current: noise/(2eI) 0.500 for equal rates
trap share 10 percent: shot-noise loss 5.00 percent
trap density 1.0e+10 cm^-2 eV^-1, active traps 258.5
blocked area per trap 7.07 nm2
trap times 1e-06 to 1e+03 s, log span 20.72
trap noise equals shot noise at 1 V at 0.591 Hz
```
